Decoupled second-moment equations for the depth and lateral spread of implanted ions

**1. The situation**

A beam of ions enters a solid at normal incidence beside the edge of a mask. Each ion loses energy to atoms and electrons, is deflected many times, and comes to rest at its own depth and its own distance from the line of incidence. The process engineer needs the mean depth, the spread in depth and the spread under the mask edge. The two spreads are coupled, because a deflection turns forward motion into sideways motion and back. A direct calculation of the mean squared depth therefore needs the mean squared lateral displacement, and the reverse. Two combinations remove this coupling, and both have the same source term.

Let an ion start with energy E along the unit vector e and come to rest at displacement R from its starting point. The depth is x = R·e. The squared radial displacement is r² = |R|² − x², which counts both lateral axes; one lateral axis has variance ⟨r²⟩/2. Angle brackets denote averages over many ions of the same initial energy and direction. Define

Rp(E) = ⟨x⟩
A(E) = ⟨x² + r²⟩
B(E) = ⟨x² − r²/2⟩

The medium is unbounded, homogeneous and isotropic, with N atoms per unit volume. Collisions with atoms are independent and symmetric in azimuth. In a collision the ion loses energy T and turns through the laboratory angle φ, with differential cross section dσ. Electronic loss is continuous, with stopping cross section Sₑ, and does not deflect the ion. An ion of zero energy does not move, so all moments vanish at E = 0. The result to be derived is

N∫dσ [A(E) − A(E−T)] + N Sₑ dA/dE = 2Rp(E)   (1)

N∫dσ [B(E) − P₂(cos φ) B(E−T)] + N Sₑ dB/dE = 2Rp(E)   (2)

where P₂(c) = (3c² − 1)/2. The sources are equal, but the collision terms differ.

**2. The transport equation and its first moment**

Let p(R; E, e) be the probability density of the final displacement. Follow the ion over its first path element δ. It moves by eδ, so the displacement still to come is R − eδ. With probability N dσ δ it has a collision and continues with energy E−T and direction e′. Otherwise it keeps its direction. In either case it loses N Sₑ δ to electrons. To first order in δ,

p(R; E, e) = p(R; E, e) − δ e·∇p + δ N∫dσ [p(R; E−T, e′) − p(R; E, e)] − δ N Sₑ ∂p/∂E

The zeroth-order terms cancel, which leaves

e·∇p = N∫dσ [p(R; E−T, e′) − p(R; E, e)] − N Sₑ ∂p/∂E   (3)

The gradient acts on R, while E and e are the initial conditions.

Multiply (3) by the component R_i and integrate over R. Integration by parts on the left gives −e_i, since p is normalized and vanishes at large distance. By isotropy the mean displacement can point only along e, so ⟨R_i⟩ = Rp(E) e_i. Hence

−e_i = N∫dσ [Rp(E−T) e′_i − Rp(E) e_i] − N Sₑ (dRp/dE) e_i

Take the scalar product with e, use e·e′ = cos φ, and change all signs:

N∫dσ [Rp(E) − cos φ Rp(E−T)] + N Sₑ dRp/dE = 1   (4)

This equation contains no other moment and is solved first.

**3. The second moments**

Let M_ij(E, e) = ⟨R_i R_j⟩. Multiply (3) by R_i R_j and integrate. On the left, integration by parts moves the derivative onto R_i R_j:

∫R_i R_j e·∇p d³R = −(e_i⟨R_j⟩ + e_j⟨R_i⟩) = −2Rp e_i e_j

The factor two comes from differentiating a product of two components. After a change of sign,

N∫dσ [M_ij(E, e) − M_ij(E−T, e′)] + N Sₑ ∂M_ij/∂E = 2Rp e_i e_j   (5)

The only direction available to M_ij is e, and M_ij is symmetric. It is therefore a sum of the unit tensor δ_ij and e_i e_j, which can be written as

M_ij = α δ_ij/3 + β (e_i e_j − δ_ij/3)

The second tensor has zero trace, so the trace of M_ij is α = ⟨|R|²⟩ = A. The component along e is

⟨x²⟩ = α/3 + β(1 − 1/3) = A/3 + 2β/3

Solving for β gives

β = (3⟨x²⟩ − A)/2 = (3⟨x²⟩ − ⟨x²⟩ − ⟨r²⟩)/2 = ⟨x² − r²/2⟩ = B

The tensor thus consists of an isotropic part A and a traceless part B.

Take the trace of (5). The traceless parts drop out, the trace of e_i e_j is one, and the direction e′ disappears. The result is (1).

Now contract (5) with e_i e_j − δ_ij/3. The isotropic parts drop out, because this tensor is traceless. Three contractions remain:

source: e_i e_j (e_i e_j − δ_ij/3) = 1 − 1/3 = 2/3

unscattered term: (e_i e_j − δ_ij/3)(e_i e_j − δ_ij/3) = 1 − 2/3 + 1/3 = 2/3

scattered term: (e′_i e′_j − δ_ij/3)(e_i e_j − δ_ij/3) = cos²φ − 2/3 + 1/3 = (2/3)P₂(cos φ)

Every term carries the factor 2/3. Dividing by it gives (2), with source 2Rp again. The sources agree because e_i e_j has unit weight on each of the two parts.

**4. The same result from one collision, and its uniqueness**

Let X be the displacement after a collision along the new direction e′, and let Y be the component perpendicular to e′ in the scattering plane. Along the old direction,

x = cos φ X − sin φ Y

Symmetry about e′ gives ⟨XY⟩ = 0. Write a = ⟨X²⟩ and b for the mean squared radial displacement about e′, so that ⟨Y²⟩ = b/2. Then

⟨x²⟩ = a cos²φ + (b/2) sin²φ   (6)

The length of the displacement does not depend on the axis used to describe it, so ⟨r²⟩ = a + b − ⟨x²⟩, or

⟨r²⟩ = a sin²φ + b(1 − ½ sin²φ)   (7)

These relations show the coupling. Consider a combination x² + k r² with fixed k. It contains a with coefficient cos²φ + k sin²φ and b with coefficient ½ sin²φ + k(1 − ½ sin²φ). To reproduce itself up to a factor, the second coefficient must be k times the first:

½ sin²φ + k − (k/2) sin²φ − k(1 − sin²φ) − k² sin²φ = 0

The terms without sin²φ cancel, and the rest is

sin²φ (½ + k/2 − k²) = −sin²φ (k − 1)(k + ½) = 0

Thus k = 1 or k = −½, whatever the angle. The factors multiplying the combinations are 1 and cos²φ − ½ sin²φ = P₂(cos φ). The quantity r² alone does not qualify, because (7) contains a. Apart from overall scale, the two combinations are the only ones of this kind that decouple at every scattering angle.

**5. Recovering the spreads**

From the definitions, A + 2B = 3⟨x²⟩ and A − B = (3/2)⟨r²⟩. Therefore

⟨x²⟩ = (A + 2B)/3
⟨r²⟩ = 2(A − B)/3
(ΔRp)² = ⟨x²⟩ − Rp²   (8)

The depth variance (ΔRp)² needs the subtraction of Rp². It is not itself a solution of (1) or (2).

Subtracting (2) from (1), with D = A − B, removes the common source:

N∫dσ [D(E) − D(E−T)] + N Sₑ dD/dE = N∫dσ [1 − P₂(cos φ)] B(E−T)

Since 1 − P₂ = (3/2) sin²φ, deflection is the only source of lateral spread. Without deflection, A = B and ⟨r²⟩ = 0.

The tensor also covers a tilted beam. If the surface normal n makes an angle θ with e, the mean depth is Rp cos θ and the mean squared depth is n_i n_j M_ij. Resolving n along and across e gives

depth variance = (ΔRp)² cos²θ + (⟨r²⟩/2) sin²θ

The two moment equations need not be solved again for each tilt.

**6. Closing the equations**

The angle φ follows from T when the collision is elastic. Let M₁ and M₂ be the ion and target masses and μ = M₂/M₁. The momentum given to the atom is the change in the ion's momentum, so

2M₂T = 2M₁E + 2M₁(E−T) − 4M₁√(E(E−T)) cos φ

Division by 2M₁ and solution for the cosine give

cos φ = [1 − (1+μ)T/(2E)] / √(1 − T/E)   (9)

The largest transfer is γE, with γ = 4M₁M₂/(M₁+M₂)².

**7. The limit of soft collisions**

From (9), sin²φ = (μT/E)(1 − T/γE)/(1 − T/E). Suppose that the collisions responsible for the energy loss are soft, with T far below the largest transfer γE. Then T/E and μT/E are both small. The reverse is not true: a head-on collision of a heavy ion with a light atom has small T/E but no deflection. To first order, cos φ ≈ 1 − μT/(2E), hence sin²φ ≈ μT/E and P₂ ≈ 1 − 3μT/(2E). Expand the moments as F(E−T) ≈ F(E) − T dF/dE and write Sₙ = ∫T dσ. With S = Sₙ + Sₑ, equations (4), (1) and (2) become

N S dRp/dE + (μ N Sₙ/2E) Rp = 1
N S dA/dE = 2Rp
N S dB/dE + (3μ N Sₙ/2E) B = 2Rp

For Sₑ = 0 and constant Sₙ, let q = N Sₙ. The trial form Rp = cE gives qc(1 + μ/2) = 1. The second equation gives A = cE²/q. With B = hE², the third gives qh(2 + 3μ/2) = 2c. Division by Rp² = c²E² and use of 1/(qc) = 1 + μ/2 yield

A/Rp² = 1 + μ/2
B/Rp² = (1 + μ/2)/(1 + 3μ/4)

Insertion into (8) gives

⟨r²⟩/Rp² = μ(2+μ)/(4+3μ)
(ΔRp)²/Rp² = μ²/[2(4+3μ)]

The depth variance found here comes from deflection alone, because the first-order expansion drops the fluctuations in energy loss. For small μ these add a term of order T/E to (ΔRp)²/Rp², which can exceed the deflection term μ²/8. A heavy ion in a light target, μ → 0, has little lateral spread. For large μ, the variance per lateral axis and the depth variance both approach μRp²/6: the direction is randomized before the ion stops, and the cloud becomes round. For constant Sₙ and no electronic loss, this limit does not require small angles. When μ is large, T/E is at most about 4/μ, so cos φ ≈ 1 − μT/(2E) holds at every angle. B is then small beside A, provided the collisions are not almost all head-on: for exact backscattering P₂ returns to one, B equals A, and the motion stays on the line of incidence.

**8. Implementation for chromium in molybdenum**

Take 100 keV chromium ions in molybdenum, treated as amorphous, with a rough density of 10.2 g/cm³. Then N = 64.0 nm⁻³, μ = 1.845 and γ = 0.912. The nuclear cross section is an analytic fit to Thomas–Fermi scattering:

dσ = πa² f(η) dη/η²,   η = ε√(T/γE)
f(η) = λη^(1/3) [1 + (2λη^(4/3))^(2/3)]^(−3/2),   λ = 1.309

Here a = 0.8853 a₀/(Z₁^(2/3) + Z₂^(2/3))^(1/2) = 0.01037 nm, with a₀ the Bohr radius and Z₁, Z₂ the atomic numbers. The reduced energy is ε = aM₂E/[Z₁Z₂e²(M₁+M₂)], where e² is in Gaussian form, 1.44 eV nm. At 100 keV it is 0.463. Electronic stopping has the Lindhard–Scharff form

Sₑ = 8πe²a₀ Z₁^(7/6) Z₂ (Z₁^(2/3) + Z₂^(2/3))^(−3/2) v/v₀

with v the ion speed and v₀ the atomic unit of speed. The initial nuclear and electronic stopping powers are 1725 and 634 eV/nm.

The differences in (1), (2) and (4) must be kept inside the integral. At small T, dσ varies as T^(−4/3)dT, so the total cross section diverges, while each difference vanishes as T. The substitution T = γE s³ turns their product into s ds, which is regular. At low energy Sₙ varies as E^(1/3) and dominates Sₑ. The moments then start as Rp ∝ E^(2/3) and A, B ∝ E^(4/3). These powers, multiplied by a polynomial in E^(1/6), make a suitable basis. Twelve Chebyshev polynomials were used; going to sixteen changed each moment by less than 0.1%.

The solution of (4) is Rp = 28.85 nm (288 Å), so the common source is 57.69 nm. The second moments are A = 1555.0 nm² and B = 874.7 nm². Their equations balance at 100 keV as follows, with the collision integrals evaluated separately by adaptive quadrature:

A: 40.62 nuclear + 17.07 electronic = 57.69 nm
B: 47.59 nuclear + 10.10 electronic = 57.69 nm

The physical moments follow from (8):

⟨x²⟩ = (1555.0 + 2 × 874.7)/3 = 1101.5 nm²
⟨r²⟩ = 2(1555.0 − 874.7)/3 = 453.5 nm²
ΔRp = √(1101.5 − 28.85²) = 16.4 nm
one lateral axis: √(453.5/2) = 15.1 nm

The cloud is nearly as wide as it is deep. The soft-collision formulas with μ = 1.845 would give ⟨r²⟩/Rp² = 0.74 and ΔRp/Rp = 0.42, against 0.54 and 0.57 here. They are not a substitute for the full equations in this case: a single collision can take up to 91% of the energy, Sₙ is not constant and electronic loss is present. The comparison does not separate these three causes.

**9. Comparison with trajectories**

An independent test followed 20,000 ions in three dimensions, drawing free flights, energy transfers and azimuths at random from the same cross section. Transfers below 10⁻⁴ of the maximum were omitted, and ions were stopped at 5 eV. The moment equations were solved again with the same cutoff on T. The results, with one standard error for the trajectories, are

Rp: 29.02 ± 0.12 against 28.94 nm
A: 1575 ± 9 against 1564 nm²
B: 882 ± 8 against 882 nm²
⟨r²⟩: 462 ± 4 against 455 nm²

The accepted difference was four standard errors plus 0.7% of the moment, the latter an allowance for numerical approximations. The differences listed here are all below two standard errors. The test is sensitive to the source: the equations are linear, so a source Rp instead of 2Rp would halve A and B. The cutoff itself raises Rp by about 0.3% and B by about 0.8%, relative to the solutions without it. The complete set of values is in the numerical output.

**10. The model beside a real implant**

An energy of 100 keV is ordinary for ion implantation, and the density is close to that of solid molybdenum. A porous film would have a smaller N; in this model lengths scale as 1/N and second moments as 1/N². The largest computed uncertainty is the interatomic potential. The Ziegler–Biersack–Littmark (ZBL) nuclear stopping is on average 0.866 times the value from the Thomas–Fermi fit of section 8 between 2 and 100 keV. Scaling the nuclear cross section by this constant, with electronic stopping fixed, moves Rp from 28.8 to 32.6 nm, or 13%. Raising electronic stopping by 20%, with the nuclear part fixed, lowers Rp to 28.1 nm. Solving the moment equations with scattering from the ZBL potential itself gives the same Rp of 32.6 nm, with ΔRp = 18.3 nm and 16.9 nm along one lateral axis, both about 12% above the values of section 8. The range in a real film should therefore not be read to better than several nanometres, nor the spreads to better than about 2 nm. Real molybdenum films are usually polycrystalline. Within a grain the medium is not isotropic, and successive collisions are correlated. A low-energy estimate of the critical angle for ⟨111⟩ atomic rows is 7.1°, and about 3% of randomly oriented grains have such a row within that angle of the beam. The same estimate applied also to ⟨100⟩ and ⟨110⟩ rows raises the fraction to about 7%, and higher-index rows and atomic planes add more. Channelled ions could form a deeper tail, which these moments omit; a textured film could have a very different fraction.

The moment equations also let an ion leave through the plane x = 0 and return, as though the solid continued behind the surface. In the trajectories 3.1% of the ions crossed this plane. Those that never crossed have a mean depth of 30.1 nm and a depth deviation of 15.6 nm, against 29.0 nm and 16.5 nm for all ions. For light ions in heavy targets, or at grazing incidence, this correction should be computed before the equations are used.

Smaller effects can be sized in the same way. If every electronic transfer had its largest value, roughly 19 eV, and the initial stopping powers held along the whole path, electronic straggling would spread the path length by about 0.3 nm, which is small beside ΔRp. At 1 keV, where separate binary collisions become doubtful, the remaining projected range is 0.9 nm with the Thomas–Fermi fit and about 1.3 nm with the ZBL potential. A dose of 10¹⁵ cm⁻² gives a peak of about 0.4 chromium atoms per hundred molybdenum atoms, if the depth profile is Gaussian. With a rough sputter yield of five atoms per ion, the surface recedes by 0.8 nm.

Annealing adds 2Dt to the variance along each axis, for a constant diffusion coefficient D, time t and negligible influence of the surface. The depth deviation grows by 10% when

√(2Dt) = ΔRp √(1.1² − 1) = 7.5 nm

If the diffusion length in an anneal is well below this, and faster diffusion along grain boundaries is negligible, the as-implanted spreads remain a fair description. If it is comparable, adding 2Dt to ⟨r²⟩/2 gives the lateral spread, but adding it to (ΔRp)² overestimates the depth spread, because chromium cannot diffuse into the space beyond the surface as it would into more solid. At 7.5 nm the depth deviation of the retained ions grows by about 8% if the surface reflects chromium and by about 3% if it absorbs it. At 16.4 nm the sum gives 23 nm, against about 20 and 19 nm, and the gap widens for longer anneals. Here the surface lies only 1.8 depth deviations from the mean depth, so some chromium is close to it from the start. An accurate depth profile then requires the diffusion equation with a surface condition that states whether chromium is retained or lost.

Computed values

```
ion mass, target mass: 51.996, 95.950 u; mass ratio mu 1.845
ion energy: 100 keV; rough target density 10.2 g/cm3
atomic density N: 64.02 nm^-3
largest fractional energy transfer gamma: 0.9117
Thomas-Fermi screening length: 0.01037 nm
reduced energy: 0.4634; ion speed 0.278 a.u.
nuclear stopping at start: 1725 eV/nm
electronic stopping at start: 634 eV/nm
mean path length: 49.81 nm
projected range Rp: 28.85 nm = 288.5 angstrom
common source 2Rp: 57.69 nm
A = <x2+r2>: 1555.0 nm^2
B = <x2-r2/2>: 874.7 nm^2
A equation: nuclear 40.62 + electronic 17.07 = 57.69 nm
B equation: nuclear 47.59 + electronic 10.10 = 57.69 nm
<x2>: 1101.5 nm^2; <r2>: 453.5 nm^2
depth standard deviation: 16.41 nm
lateral standard deviation, one axis: 15.06 nm
rms radial displacement: 21.30 nm
Monte Carlo: 20000 ions, cutoff T/Tmax 1e-04, stop at 5 eV
  path: trajectories 50.17 +- 0.12, equations with same cutoff 49.93 nm
  Rp: trajectories 29.02 +- 0.12, equations with same cutoff 28.94 nm
  A: trajectories 1575.39 +- 8.88, equations with same cutoff 1564.19 nm^2
  B: trajectories 882.41 +- 7.68, equations with same cutoff 881.52 nm^2
  x2: trajectories 1113.41 +- 7.68, equations with same cutoff 1109.08 nm^2
  r2: trajectories 461.99 +- 3.61, equations with same cutoff 455.11 nm^2
Neglected effects
ions that would cross the surface: 3.1 %
mean depth of ions that never cross: 30.07 nm
their depth deviation: 15.64 nm; lateral, one axis: 15.24 nm
channelling angle, <111> rows: 7.1 deg
random grains within that angle: 3.0 %
ZBL/Thomas-Fermi nuclear stopping, energy mean: 0.866
Rp with nuclear cross section so scaled: 32.62 nm
Rp with electronic stopping up 20 %: 28.08 nm
electronic straggling in depth, rough estimate: 0.33 nm
  (rough Fermi speed 1.0 a.u., largest transfer 19.4 eV)
Rp at 1 keV, where binary collisions are doubtful: 0.93 nm
dose: 1e+15 cm^-2; rough sputter yield 5
surface retreat by sputtering: 0.78 nm
peak Cr per Mo atom, Gaussian estimate: 0.38 %
diffusion length sqrt(2Dt) that widens depth spread by 10 %: 7.52 nm
```
